# Low- and high-frequency capacitance of a Schottky contact with one deep donor

## 1. A case with equal charges

Take an n-type semiconductor with equal densities $N$ of shallow and deep donors. The metal is at $x=0$. Shallow donors are ionized up to the depletion edge $x=W$. Deep donors are positive when empty and neutral when filled. Suppose they are empty up to $x_1=W/2$ and filled beyond it.

Raise the reverse bias slightly and wait. If both boundaries move by $\delta W$, positive charge $qN\,\delta W$ per unit area appears at $W$, and an equal charge appears at $W/2$. The mean distance of the new charge from the metal is $3W/4$. If the bias changes too fast for the traps, new charge appears at $W$ alone. With $\varepsilon$ the permittivity, the parallel-plate rule gives

$$C_{LF}=\frac{4}{3}\frac{\varepsilon}{W},\qquad C_{HF}=\frac{\varepsilon}{W}.$$

The rule needs a proof for distributed charge. Let $\psi(x)$ be the upward band bending in volts, with $\psi(0)=V$ and $\psi=0$ in the bulk. It is minus the electrostatic potential, so Poisson's equation reads $\psi''=\rho/\varepsilon$. Multiply by $x$ and integrate by parts to a point $L$ in the neutral bulk:

$$\frac1\varepsilon\int_0^L x\rho\,dx=[x\psi']_0^L-\int_0^L\psi'\,dx=0-(0-V)=V.$$

A small change therefore obeys $\delta V=\varepsilon^{-1}\int x\,\delta\rho\,dx$, while $\delta Q=\int\delta\rho\,dx$. Hence

$$C=\frac{\delta Q}{\delta V}=\frac{\varepsilon}{\bar x},\qquad \bar x=\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}.$$

All capacitances here are per unit area. What remains is to find where the two boundaries lie and whether they do move together.

## 2. Where the trap crosses

Let the densities be $N_D$ (shallow) and $N_T$ (deep), both uniform. The filled fraction $f$ of the deep donors changes by electron capture and emission:

$$\frac{df}{dt}=c_n n(1-f)-e_n f .$$

Here $n$ is the electron density and $c_n$ the capture cross section times the thermal speed. Exchange with the valence band is neglected. In equilibrium a donor with $g=2$ filled spin states and depth $E_T$ below the conduction band has

$$\frac{f}{1-f}=g\,e^{(E_F-E_{\rm trap})/kT}=\frac{n}{n_h},\qquad n_h=\frac{N_c}{g}e^{-E_T/kT},$$

because $n=N_c e^{-(E_c-E_F)/kT}$ for nondegenerate electrons. Setting $df/dt=0$ gives $f/(1-f)=c_n n/e_n$, so $e_n=c_n n_h$. The trap is half filled where $n=n_h$.

Assume that the electron quasi-Fermi level is flat from the bulk through this crossing. With $V_t=kT/q$, the density is then $n=N_De^{-\psi/V_t}$. The bulk value is $N_D$ because nearly all deep donors there are neutral, which requires $n_h\ll N_D$. The crossing lies at the bending

$$\psi_1=V_t\ln\frac{N_D}{n_h}.$$

This value does not depend on bias. If $V<\psi_1$, there is no crossing inside the semiconductor.

## 3. Finite temperature and the depletion edge

The electron density does not drop abruptly at $W$, and the trap filling does not jump at $x_1$. Write $F=-\psi'>0$. Then $d(F^2)/d\psi=2\psi''=2\rho/\varepsilon$, with

$$\rho=q\left[N_D(1-e^{-\psi/V_t})+\frac{N_T}{1+e^{(\psi_1-\psi)/V_t}}\right].$$

The second term is $qN_T(1-f)$. Integrating from the bulk, and dropping terms of relative size $e^{-\psi_1/V_t}$, gives

$$F^2=\frac{2q}{\varepsilon}\left\{N_D\left[\psi-V_t(1-e^{-\psi/V_t})\right]+N_TV_t\ln\left(1+e^{(\psi-\psi_1)/V_t}\right)\right\}.$$

Several $V_t$ above $\psi_1$, the logarithm becomes $(\psi-\psi_1)/V_t$. The electron tail has left a shift $-V_t$ in the first term. The smeared crossing has left no shift in the second. Gauss's law, $Q=\varepsilon F(V)$, gives

$$Q^2=2\varepsilon q\left[N_D(V-V_t)+N_T(V-\psi_1)\right].\tag{1}$$

Between the electron tail and the crossing, $F^2=2qN_D(\psi-V_t)/\varepsilon$. Taking the root and integrating $d\psi/dx=-F$ gives

$$\psi-V_t=\frac{qN_D}{2\varepsilon}(W-x)^2 .$$

The integration constant $W$ is the effective depletion edge. At $x_1$ the left side is $\psi_1-V_t$, so

$$\lambda\equiv W-x_1=\sqrt{\frac{2\varepsilon(\psi_1-V_t)}{qN_D}}.\tag{2}$$

The distance $\lambda$ is independent of bias, so the boundaries do move together under slow changes.

On the metal side of $x_1$, treat the crossing as sharp. Then

$$F=\frac q\varepsilon\left[N_D(W-x)+N_T(x_1-x)\right].$$

At the metal this gives $Q=q(N_DW+N_Tx_1)$. Integrating the field over $x$ gives

$$V-V_t=\frac{q}{2\varepsilon}(N_DW^2+N_Tx_1^2).\tag{3}$$

Does the sharp picture agree with equation (1)? Subtract $\psi_1-V_t=qN_D\lambda^2/2\varepsilon$ from (3) to obtain $V-\psi_1$, and insert both in (1):

$$\frac{Q^2}{q^2}=N_D^2W^2+N_T^2x_1^2+N_DN_T(x_1^2+W^2-\lambda^2).$$

Since $\lambda^2=W^2-2Wx_1+x_1^2$, the last bracket is $2Wx_1$. The right side is $(N_DW+N_Tx_1)^2$, as required. Putting $x_1=W-\lambda$ into $Q$ also gives the edge explicitly:

$$W=\frac{Q/q+N_T\lambda}{N_D+N_T}.\tag{4}$$

## 4. The two limits

**Slow signal.** Since $\lambda$ is fixed, $\delta x_1=\delta W$. New charge $qN_D\delta W$ sits at $W$, and $qN_T\delta W$ sits at $x_1$. Thus

$$\delta Q=q(N_D+N_T)\delta W,\qquad \delta V=\frac q\varepsilon(N_DW+N_Tx_1)\delta W,$$

$$C_{LF}=\frac{\varepsilon(N_D+N_T)}{N_DW+N_Tx_1}.\tag{5}$$

**Fast signal.** The trap filling stays at its dc value, and the depletion edge alone moves:

$$\delta Q=qN_D\delta W,\qquad \delta V=\frac q\varepsilon N_DW\,\delta W,\qquad C_{HF}=\frac\varepsilon W.\tag{6}$$

The deep donors have not disappeared from the fast result. Their static charge still helps to set $W$ through equation (4).

The mean distance in the slow case is

$$\bar x=\frac{N_DW+N_T(W-\lambda)}{N_D+N_T}=W-\frac{N_T\lambda}{N_D+N_T},$$

and therefore

$$\frac{\varepsilon}{C_{HF}}-\frac{\varepsilon}{C_{LF}}=\frac{N_T\lambda}{N_D+N_T}.\tag{7}$$

Both capacitances fall with reverse bias, but this difference of lengths does not change as long as $V$ stays several $V_t$ above $\psi_1$. For $N_T\to0$ it vanishes. For $N_T=N_D$ and $\lambda=W/2$ it is $W/4$, as in the opening case.

The order of events after a small voltage step shows the same physics. At first the edge advances by $\varepsilon\delta V/(qN_DW)$. Then traps near $x_1$ empty and add positive charge closer to the metal. At fixed voltage the edge must retreat, to the advance $\varepsilon\delta V/[q(N_DW+N_Tx_1)]$. The total charge nevertheless rises, because charge nearer the metal costs less voltage.

## 5. Numbers for a silicon contact

Take $T=300$ K, $V_t=0.02585$ V, $\varepsilon/\varepsilon_0=11.7$, $N_D=10^{16}$ cm$^{-3}$ and $N_T=4\times10^{15}$ cm$^{-3}$. The barrier is 0.85 eV, roughly that of platinum silicide on n-silicon. The model trap has $E_T=0.45$ eV and capture cross section $10^{-15}$ cm$^2$. Rough silicon values are $N_c=2.8\times10^{19}$ cm$^{-3}$ and thermal speed $2.3\times10^7$ cm/s.

These give $n_h=3.86\times10^{11}$ cm$^{-3}$ and $\psi_1=0.2627$ V. The emission rate is $e_n=(10^{-15})(2.3\times10^7)(3.86\times10^{11})=8.88\times10^3$ s$^{-1}$. Equation (2) gives $\lambda=175.0$ nm.

The bulk Fermi level lies 0.2052 eV below the conduction band, so the zero-bias bending is $0.85-0.2052=0.6448$ V. At 1 V reverse bias, $V=1.6448$ V and equation (1) gives $Q/q=5.30\times10^{11}$ cm$^{-2}$. Since $N_T\lambda=7.00\times10^{10}$ cm$^{-2}$,

$$W=\frac{(5.2995+0.7001)\times10^{11}}{1.4\times10^{16}}\ {\rm cm}=428.5\ {\rm nm},\qquad x_1=253.5\ {\rm nm}.$$

With $\varepsilon=1.036\times10^{-12}$ F/cm, the slow charge has mean distance $428.5-50.0=378.5$ nm. The capacitances are 27.37 nF/cm$^2$ (slow) and 24.17 nF/cm$^2$ (fast), a ratio of 1.132.

For comparison, Poisson's equation was solved numerically with the smooth electron and trap distributions, by Newton iteration on a grid of 0.25 nm. Capacitances came from the charge difference between biases 5 mV above and below the working point. For the fast value the trap filling was held fixed.

| Reverse bias (V) | $C_{LF}$, formula / numerical | $C_{HF}$, formula / numerical |
|---|---|---|
| 0 | 45.91 / 45.91 | 37.58 / 37.63 |
| 1 | 27.37 / 27.37 | 24.17 / 24.19 |
| 3 | 18.09 / 18.09 | 16.64 / 16.64 |

The entries are in nF/cm$^2$. The length difference in (7) is 50.0 nm by formula and 49.7 nm numerically at all three biases.

The missing length, about 0.35 nm before rounding, comes from the width of the crossing. With $u=(\psi-\psi_1)/V_t$, the smooth $F^2$ exceeds the sharp one by $(2qN_TV_t/\varepsilon)\ln(1+e^{-|u|})$. The distance travelled is $\int d\psi/F$. To first order in the excess, and with $F$ held at its crossing value $F_1$, it shortens by

$$\frac{qN_TV_t^2}{\varepsilon F_1^3}\int_{-\infty}^{\infty}\ln(1+e^{-|u|})\,du=\frac{\pi^2}{24}\frac{N_T}{N_D}\left(\frac{V_t}{\psi_1-V_t}\right)^2\lambda .$$

The integral is $\pi^2/6$, and $F_1^2=2qN_D(\psi_1-V_t)/\varepsilon$ and $\lambda=2(\psi_1-V_t)/F_1$ were used. The result is 0.34 nm. It shortens $W$ at fixed $V$, and $\varepsilon/C_{HF}$ with it, while $C_{LF}$ follows from (1) and does not change. The difference in (7) therefore falls by the same length.

The numerical solution also separates the slow charge. Traps carry a fraction 0.286, equal to $N_T/(N_D+N_T)$, centred at 254.4 nm. The free-electron part is centred at 428.2 nm. These agree with the crossing and the depletion edge to within 1 nm.

As a limit without a crossing, take $V=0.12$ V, below $\psi_1$. The numerical ratio $C_{LF}/C_{HF}$ is then 1.001. This tests the electrostatic model only: on this barrier it means 0.52 V of forward bias, where the thermionic current is about 34 A/cm$^2$ (Richardson constant 110 A/cm$^2$K$^2$) and the conductance exceeds $\omega C$ about 2000-fold at 1 MHz.

## 6. What a doping profile shows

Doping can be read from $N_{app}=2/[q\varepsilon\,d(C^{-2})/dV]$. Let the dc bias change slowly, so that traps follow it. From (5), $C_{LF}=\varepsilon q(N_D+N_T)/Q$, and (1) gives

$$\frac{1}{C_{LF}^2}=\frac{2[N_D(V-V_t)+N_T(V-\psi_1)]}{\varepsilon q(N_D+N_T)^2}.$$

Its slope is $2/[\varepsilon q(N_D+N_T)]$, so $N_{app}=N_D+N_T$.

For the fast signal, $1/C_{HF}^2=W^2/\varepsilon^2$. The slow sweep still moves both boundaries, so $dW/dV=\varepsilon/[q(N_DW+N_Tx_1)]$ and

$$\frac{d}{dV}\frac1{C_{HF}^2}=\frac{2W}{\varepsilon q(N_DW+N_Tx_1)},\qquad N_{app}=N_D+N_T\frac{x_1}{W}.$$

At 1 V this is $1.237\times10^{16}$ cm$^{-3}$. The numerical solution gives $1.238\times10^{16}$ cm$^{-3}$, from capacitances 0.1 V above and below. The apparent density rises with reverse bias although both donors are uniform, because $x_1/W$ grows.

If the sweep runs toward larger reverse bias in a time short against $1/e_n$, here 113 µs, the traps stay frozen, $dW/dV=\varepsilon/(qN_DW)$ and $N_{app}=N_D$. A sweep toward smaller reverse bias must beat capture instead, whose rate $c_nn$ grows quickly as electrons return: after a step from 1 V to 0.5 V the capture time at $x_1$ is about 0.14 µs. The result also needs the edge to stay beyond $x_1$. The speed of the sweep and the frequency of the test signal are separate conditions.

## 7. Between the limits

Apply a small signal proportional to $e^{i\omega t}$. Free electrons follow it, so $\delta n=-n\,\delta\psi/V_t$. Linearizing the rate equation gives

$$(i\omega+c_nn+e_n)\delta f=c_n(1-f)\delta n.$$

Use $f=c_nn/(c_nn+e_n)$ and $\tau=1/(c_nn+e_n)=(1-f)/e_n$:

$$\delta f=-\frac{f(1-f)}{1+i\omega\tau}\frac{\delta\psi}{V_t}.$$

The time constant varies through the crossing. The added positive charge density is $-qN_T\delta f$. Near $x_1$ the field is $F_1=qN_D\lambda/\varepsilon$, so $df/dx=f(1-f)F_1/V_t$. Take $\delta\psi$ as constant across the narrow crossing and change the integration variable from $x$ to $f$:

$$\delta\sigma_T=qN_T\frac{\delta\psi(x_1)}{F_1}\int_0^1\frac{df}{1+is(1-f)}=qN_T\frac{\delta\psi(x_1)}{F_1}H,$$

$$H=\frac{\ln(1+is)}{is},\qquad s=\frac{\omega}{e_n}.$$

The parabola of section 3 gives $\delta\psi(x_1)=qN_D\lambda\,\delta W/\varepsilon=F_1\delta W$. The trap charge is therefore $qN_TH\,\delta W$, and the argument of section 4 gives

$$C(\omega)=\frac{\varepsilon(N_D+N_TH)}{N_DW+N_THx_1}.\tag{8}$$

For $s\to0$, $H\to1$ and (5) returns. For $s\to\infty$, $H\to0$ and (6) returns. The real part of $H$ is $\arctan(s)/s$, which falls as $\pi/2s$. A single time constant would make it fall as $1/s^2$. The slower tail comes from the nearly filled side of the crossing, where $\tau$ is short. In the capacitance itself the tail is weaker than (8) gives, because these traps lie closer to $W$.

The admittance is $i\omega C=G+i\omega\,{\rm Re}\,C$, so $G/\omega=-{\rm Im}\,C$. At 1 V reverse bias, equation (8) is set beside a numerical solution of the linearized Poisson and rate equations:

| Frequency | Re $C$, formula | Re $C$, numerical |
|---|---|---|
| 100 Hz | 27.36 | 27.36 |
| 1 kHz | 27.07 | 27.03 |
| 10 kHz | 25.00 | 24.92 |
| 1 MHz | 24.18 | 24.20 |

The unit is again nF/cm$^2$. At six values of $s$ from 0.3 to 100, the largest complex difference was 3.1% of the step $C_{LF}-C_{HF}$. The main part comes from the position of the trap charge. As $s$ grows, the traps that still respond lie toward the nearly filled side of the crossing, closer to $W$, while (8) keeps their charge at $x_1$. For $s$ near 2 the shift is a fraction of the crossing width $V_t/F_1=9.55$ nm. At $s=100$ it exceeds two widths, but the trap response is then weak. Relative to $\lambda$ one width is $V_t/[2(\psi_1-V_t)]$, here 5.5%, so an error of a few percent of the step remains even for small $N_T$.

The formula puts the maximum of $G/\omega$ at $s=2.57$, or 3.6 kHz, with height 1.26 nF/cm$^2$. The numerical maximum is at $s=2.36$, with height 1.27 nF/cm$^2$. Reading $e_n$ from the peak requires more than $\omega=e_n$. Part of the factor comes from the retreat of the edge. Subtracting (6) from (8) gives

$$C-C_{HF}=\frac{\varepsilon N_T\lambda H}{W(N_DW+N_THx_1)}.$$

For a single time constant, $H=1/(1+i\omega\tau)$, the denominator becomes proportional to $N_DW+N_Tx_1+i\omega\tau N_DW$. The loss then peaks at $\omega\tau=1+N_Tx_1/(N_DW)=1.24$ instead of 1.

## 8. Against a real contact

The barrier and shallow doping are realistic for a silicide diode on silicon. A trap density equal to 40% of the doping is far above that of clean material and was chosen to make the effect visible. With $N_T=10^{13}$ cm$^{-3}$ and the same $\lambda$, the length in (7) would be about 0.17 nm. Real deep impurities may also be nonuniform or have several levels. For one level with a slowly varying density, the charge added at the crossing involves the local $N_T(x_1)$. Halving that local density to $2\times10^{15}$ cm$^{-3}$ changes the length from 50 to $175\times2/12=29$ nm.

The field also lowers the escape barrier of a donor that is positive when empty. At the crossing it is 0.027 MV/cm. The one-dimensional Poole–Frenkel estimate $\sqrt{qF_1/\pi\varepsilon}$ gives 0.037 eV, which multiplies $e_n$ by 4.1. If capture rises by the same factor, the filling and both limits stay as they were. With this factor the loss peak moves up about fourfold, while Re $C$ at 1 MHz, taken from (8), changes from 24.18 to 24.21 nF/cm$^2$. The one-dimensional estimate gives every escape direction the full downfield lowering and so overstates the effect. Averaging over directions (Hartke) gives the factor $[e^{\gamma}(\gamma-1)+1]/\gamma^2+1/2$ with $\gamma=\sqrt{qF_1/\pi\varepsilon}/V_t=1.41$, which is about 1.9. Heating to 320 K at fixed cross section multiplies $e_n$ by 3.4, from $e_n\propto T^2e^{-E_T/kT}$.

The following effects, also left out, are small here. The field at the metal is 0.082 MV/cm at 1 V reverse bias and 0.124 MV/cm at 3 V, below the rough breakdown field of silicon, a few tenths of a MV/cm. The tunnelling energy $(q\hbar/2)\sqrt{(N_D+N_T)/(m^*\varepsilon)}$, with $m^*=0.26$ electron masses, is 1.3 meV, or $0.05\,kT$. For equal electron and hole cross sections and speeds, a 1.12 eV gap and a valence-band density of states of $10^{19}$ cm$^{-3}$, hole emission is $3\times10^{-4}$ of electron emission. With a mobility of 1200 cm$^2$/Vs, a 10 µm series layer gives $\omega RC=8\times10^{-5}$ at 1 MHz.

The result rests on two separate boundaries. As $\psi_1$ approaches $V_t$, the crossing merges with the electron tail and equation (7) fails: $\lambda$ in (2) goes to zero, but the slow and fast capacitances still differ. If $E_T$ approaches the barrier height, electrons from the metal keep part of the traps at the contact filled. In this example the filling there at zero bias, from $n=N_ce^{-0.85\,{\rm eV}/kT}$, is $4\times10^{-7}$. Finally, the fast limit needs a frequency window: well above $e_n$, yet below the rates set by series resistance and by the dielectric relaxation of free electrons.

Numerical values quoted here were computed with a short program.
